# How a positive squared-slope term sharpens mound crests and flattens valleys, part 2

The problem is how the term with coefficient $\lambda$ makes the crests and valleys of a growing mound array differ, and when its sign can be read from a profile. The height $h(x,t)$ is measured from its mean in a frame that rises with the film. The slope is $m=h_x$, subscripts $x$ and $t$ denote derivatives, and a prime on an amplitude is a time derivative. Lengths are in nanometres and times in seconds. The surface current $J$ is positive toward increasing $x$, and the full equation is

$$h_t=-\nu h_{xx}-K h_{xxxx}+\lambda (h_x^2)_{xx},\qquad \nu>0,\; K>0 .$$

Without the quadratic term, a wave $\cos qx$ grows at the rate

$$\sigma(q)=\nu q^2-Kq^4 ,$$

with $\sigma_1=\sigma(k)$ and $\sigma_2=\sigma(2k)$. An array that starts as $A_0\cos kx$, with a crest at $x=0$, becomes $A\cos kx+B\cos2kx$. To second order in the amplitude,

$$B(t)=2\lambda k^4A_0^2\,\frac{e^{2\sigma_1t}-e^{\sigma_2t}}{2\sigma_1-\sigma_2} ,$$

which has the sign of $\lambda$. In the locked range, $k^2>\nu/(7K)$, an initial second harmonic is forgotten in time and $B$ follows the locked formula

$$B=\frac{\lambda k^2A^2}{7Kk^2-\nu} .$$

The growth rate $\sigma_1$ is largest at $k^2=\nu/(2K)$ and zero at the neutral wave number $k^2=\nu/K$. With both curvatures counted as positive,

$$c_{\rm crest}=k^2(A+4B),\qquad c_{\rm valley}=k^2(A-4B).$$

The share of the period above the mean height is $\frac12-\frac{B}{\pi A}$.

The numerical case has $\nu=0.05\ \mathrm{nm^2/s}$, $K=4\ \mathrm{nm^4/s}$, $\lambda=2\ \mathrm{nm^3/s}$ and $A_0=0.05$ nm. At the fastest wave number, $k=0.0791\ \mathrm{nm^{-1}}$, the period is 79.5 nm, $\sigma_1=1.56\times10^{-4}\ \mathrm{s^{-1}}$ and $\sigma_2=-1.25\times10^{-3}\ \mathrm{s^{-1}}$. Integration of the full equation reaches $A=0.4$ nm after 13 359 s, with $B=0.0159$ nm (formula: 0.0160 nm) and a ratio of crest to valley curvature of 1.37.

## Steady mounds, the sign of the coefficient and real films

The height $h$ is measured from its mean, $m=h_x$ is the slope, and the current is $J=\nu m+Km_{xx}-\lambda(m^2)_x$ with $h_t=-J_x$. The coefficient $\nu$ drives the mound instability, $K$ smooths, and $\lambda$ breaks the symmetry between up and down. An array $A\cos kx$ acquires $B\cos2kx$ with the sign of $\lambda$. At the fastest-growing wave number $k^2=\nu/(2K)$ the growth rate is $\sigma_1=\nu^2/(4K)$ and $B=\lambda A^2/(5K)$. The crest and valley curvatures, both counted positive, are $k^2(A\pm4B)$ to second order. The numerical case has $\nu=0.05\ \mathrm{nm^2/s}$, $K=4\ \mathrm{nm^4/s}$, $\lambda=2\ \mathrm{nm^3/s}$, a period of 79.5 nm, $A=0.4$ nm and $B=0.016$ nm.

These results assume small amplitude. For mounds that have stopped changing, the order of the two curvatures can be proved without that assumption, and for a more general uphill current. Replace $\nu m$ by any continuous function $f(m)$ of the slope. A steady profile has $J_x=0$, so the current is a constant $J_0$:

$$f(m)+Km''-2\lambda mm'=J_0 ,$$

where a prime now means a derivative with respect to $x$. Multiply by $m'$ and integrate from a valley at $x_v$ to the next crest at $x_c$. Let $F$ be an integral of $f$, so that $f(m)m'=dF/dx$. The terms become

$$\int f(m)m'\,dx=F(m(x_c))-F(m(x_v)),\qquad \int J_0m'\,dx=J_0\left[m(x_c)-m(x_v)\right],$$

$$\int Km''m'\,dx=\frac K2\left[m'(x_c)^2-m'(x_v)^2\right].$$

The slope vanishes at both ends, so the terms with $F$ and $J_0$ drop out. Since $m'=h_{xx}$, its squares at the ends are the squared curvatures. What remains is

$$\frac K2\left(c_{\rm crest}^2-c_{\rm valley}^2\right)=2\lambda\int_{x_v}^{x_c}m\,m'^2\,dx .$$

Between a valley and the next crest the surface rises and $m>0$, so the integral is positive. Every steady mound of this model with $\lambda>0$ therefore has a sharper crest than the valley beside it, whatever its height and whatever the function $f$. The statement does not say that a steady mound exists for a given $f$ and period, or that it is stable.

There is a mechanical reading. If $x$ is taken as time and $m$ as the position of a particle of mass $K$, then $Km''=J_0-f(m)+2\lambda mm'$. The last term is a force along the velocity when $\lambda m>0$. On the way from valley to crest it feeds energy into the motion, and the particle returns to $m=0$ faster than it left. Its speed there is the curvature.

The identity also reproduces the small-amplitude result. For $f=\nu m$, small steady mounds have the neutral wave number $k^2=\nu/K$. The left side is $\frac K2k^4[(A+4B)^2-(A-4B)^2]=8KABk^4$. On the right, $m$ and $m'$ are taken from the pure cosine, and with $\int_0^\pi\sin u\cos^2u\,du=2/3$ the result is

$$2\lambda A^3k^4\,\frac23=\frac43\lambda A^3k^4 .$$

Equating the two sides gives $B=\lambda A^2/(6K)$, the value of the locked formula at this wave number.

Far from small amplitude the linear current $f=\nu m$ gives strongly unequal mounds. Averaging the steady equation over a period shows that $J_0=0$, because the mean slope and the means of the derivatives vanish. With $p=m'$ and $m''=p\,dp/dm$,

$$Kp\,dp=m\,(2\lambda p-\nu)\,dm .$$

The constant value $p_*=\nu/(2\lambda)$ is itself a solution, a parabola on which the uphill current $\nu m$ and the symmetry-breaking current $-2\lambda mp_*$ cancel. Two different solutions cannot meet at the same $m$ and $p$. A periodic mound has $p=0$ where it is steepest, so it must keep $p<p_*$ everywhere. Its valley curvature is thus below $\nu/(2\lambda)=0.0125\ \mathrm{nm^{-1}}$. No such bound holds at the crest, where $p$ is negative.

Dividing by $2\lambda p-\nu=2\lambda(p-p_*)$ and using $p/(p-p_*)=1+p_*/(p-p_*)$, one integrates both sides to

$$\frac{K}{\lambda}\left[p+p_*\ln\left(1-\frac{p}{p_*}\right)\right]+m_{\max}^2=m^2 ,$$

where the constant is fixed by $m^2=m_{\max}^2$ at $p=0$. At valley and crest $m=0$, with $p=c_{\rm valley}$ and $p=-c_{\rm crest}$, so the bracket has the same value at both:

$$c_{\rm valley}+p_*\ln\left(1-\frac{c_{\rm valley}}{p_*}\right)=-c_{\rm crest}+p_*\ln\left(1+\frac{c_{\rm crest}}{p_*}\right)=-\frac{\lambda m_{\max}^2}{K}.$$

The full equation was followed numerically with 24 cosines for a time $40/\sigma_1$, with the period held at 79.5 nm. Holding the period excludes coarsening, the merging of mounds into larger ones. The linear current led to a valley curvature of $0.01247\ \mathrm{nm^{-1}}$, just below the bound, and a crest curvature of $0.0887\ \mathrm{nm^{-1}}$, seven times larger. The valley is almost the limiting parabola and the crest is a narrow cap. The crest value in the relation above gives

$$-0.0887+0.0125\ln(8.10)=-0.0626\ \mathrm{nm^{-1}},$$

and hence $m_{\max}=\sqrt{2\times0.0626}=0.354$, with $K/\lambda=2$ nm. This is the largest slope found numerically. A current linear in the slope cannot be expected to hold on a real film at such slopes, so this run illustrates the equation and does not predict a film profile.

A second run used a current with slope selection, $f=\nu m(1-m^2/m_0^2)$ with $m_0=0.1$, which vanishes at the slope $m_0$. The steady mound then has a largest slope of 0.078, a crest curvature of $0.0093\ \mathrm{nm^{-1}}$ and a valley curvature of $0.0056\ \mathrm{nm^{-1}}$. The contrast is milder, a factor of 1.65, but has the same sense. The two sides of the curvature identity are $1.0928\times10^{-4}\ \mathrm{nm^2/s}$ each in this run. With the linear current both are $1.544\times10^{-2}\ \mathrm{nm^2/s}$ and differ by $2\times10^{-5}$ of their value.

For negative $\lambda$ nothing has to be calculated again. Put $\tilde h=-h$. The linear terms keep their form, while $(h_x^2)_{xx}$ does not change sign, so $\tilde h$ obeys the same equation with $-\lambda$. Crests and valleys have changed places. To put a crest back at $x=0$, shift the profile by half a period. The shift multiplies the $n$th cosine by $(-1)^n$ and the inversion by $-1$, so odd harmonics keep their amplitude and even ones change sign. In the numerical case $B$ becomes $-0.0159$ nm and the ratio of crest to valley curvature becomes 0.73, the inverse of 1.37. This argument also shows that for $\lambda=0$ and an odd function $f(m)$ a cosine does not generate even harmonics at any order: the equation is then its own mirror image, and a profile that starts equal to its inverted and shifted copy remains so.

Which sign a given surface has must be found from its atomic processes. One of them can be worked out. Let steps of height $a$ descend toward positive $x$ at positions $x_n$, and let the film grow at the speed $V$. If atoms attach to both edges of a terrace with equal probability, each step collects half of what lands on its two neighbouring terraces and moves at the speed

$$v_n=\frac{V}{a}\,\frac{x_{n+1}-x_{n-1}}{2} .$$

Treat $x_n$ as a smooth function of $n$ and write $\ell=\partial_nx$ for the local terrace width. The Taylor series of the difference gives $v=(V/a)(\ell+\partial_n^3x/6)$, up to fifth derivatives. The height at a given step is fixed, so along its motion $h_t+h_xv=0$. With $h_x=-a/\ell$ the surface at a fixed place rises at the rate

$$h_t=\frac{a v}{\ell}=V\left(1+\frac{\partial_n^3x}{6\,\ell}\right).$$

Here $h$ still contains the mean growth. Because $\partial_n=\ell\,\partial_x$,

$$\partial_n^3x=\partial_n^2\ell=\ell\,\partial_x(\ell\,\partial_x\ell)=\frac{\ell}{2}\,(\ell^2)_{xx} ,$$

and with $\ell=a/|m|$ the result is

$$h_t=V+\frac{V}{12}\left(\ell^2\right)_{xx}=V+\frac{V}{12}\left(\frac{a^2}{m^2}\right)_{xx} .$$

For 60 steps per period with a mean width of 3 nm, modulated by 30%, the discrete and continuum rates differ by at most $5.5\times10^{-4}$ of the largest deviation from $V$. The first omitted term explains this: its ratio to the retained one is $(2\pi/60)^2/20=5.5\times10^{-4}$.

The expression diverges at zero slope, where terraces would become infinitely wide. On a real surface new islands nucleate and limit the width to some length $L$. A simple interpolation, which is an assumption and not a derivation, is

$$\ell^2=\frac{1}{1/L^2+m^2/a^2}\approx L^2-\frac{L^4m^2}{a^2} .$$

The constant disappears under the derivative, and comparison with $\lambda(m^2)_{xx}$ gives

$$\lambda\approx-\frac{VL^4}{12a^2} .$$

The sign is negative. With $V=0.01$ nm/s, $L=3$ nm and $a=0.2$ nm the value is $-0.01\times81/(12\times0.04)=-1.7\ \mathrm{nm^3/s}$. This mechanism alone flattens crests and sharpens valleys. The positive $\lambda=2\ \mathrm{nm^3/s}$ of the numerical case has a similar magnitude but is an assumption about the surface; it requires other processes that outweigh this one.

The parameters are meant for slow homoepitaxy of a metal by molecular-beam deposition. A growth speed of 0.01 nm/s is three atomic layers per minute. The chosen $\nu$ is weak: the mounds need 134 nm of film, about 670 layers, to grow from 0.05 to 0.4 nm, whereas mounds on metals can be plain after some tens of layers. A larger $\nu$ at fixed $K$ would speed up growth and shorten the period, and would leave $B=\lambda A^2/(5K)$ unchanged at given $A$. All coefficients depend on temperature, which is held fixed here.

One assumption that such a film strains is that slopes are small enough for the lowest powers of $m$. The natural scale is $m_s=a/L=0.067$, and $(Ak/m_s)^2=0.225$ is not very small. If the slope current is replaced by $\nu m/(1+m^2/m_s^2)$, the numerical $B$ at $A=0.4$ nm falls from 0.0159 to 0.0136 nm. If instead $m^2$ in the symmetry-breaking term is replaced by $m^2/(1+m^2/m_s^2)$, it falls to 0.0134 nm. Both changes together give 0.0114 nm, a reduction by 28%. The sign survives, but the simple formula overestimates the effect by about 40% of the reduced value.

Deposition is also random. Consider one mound on a square area $S$ with sides of one period, and let $\Omega=a^3$ be the volume of an atom. The amplitude of the second harmonic is $(2/S)$ times the integral of $h\cos2kx$, so an atom landing at $x$ changes it by $(2\Omega/S)\cos2kx$. Atoms arrive at the rate $VS/\Omega$, and the mean of $\cos^2$ is $1/2$. The variance therefore increases at the rate

$$\frac{4\Omega^2}{S^2}\,\frac12\,\frac{VS}{\Omega}=\frac{2V\Omega}{S} .$$

Each contribution to the amplitude decays as $e^{-|\sigma_2|t}$, its variance as the square of this, and the sum over all earlier times supplies the factor $1/(2|\sigma_2|)$. The standard deviation is

$$\sqrt{\frac{V\Omega}{S|\sigma_2|}}=0.0032\ \mathrm{nm} ,$$

one fifth of $B$. Random deposition in 2000 simulated samples gave the same value. This value holds for a cell of one period that repeats periodically. On an extended film the noise also excites unstable waves whose wave numbers do not fit the period. They grow with the mounds and leak into a projection taken over a single period. The linear equation with noise then gives a standard deviation of 0.0064 nm after 13 359 s, so $B$ from one mound is only 2.5 standard deviations, or 1.8 with the saturated value 0.0114 nm. A projection over two by two periods lowers the standard deviation to 0.0031 nm, and one over four by four periods to 0.0013 nm. Curvatures read at single points of crest and valley also contain the noise of all shorter waves and can hide the difference. At smaller $A$, where $B$ falls as $A^2$, an average over many independent mounds is needed. The continuum picture itself is strained, since the mound is only four atomic layers from valley to crest.

Real mounds vary in two directions. An isotropic surface then allows two quadratic currents with one extra derivative, proportional to $\nabla|\nabla h|^2$ and to $\nabla h\,\nabla^2h$, which have the same form on a ridge. Only the first is kept here, so the term becomes $\lambda\nabla^2|\nabla h|^2$. For a square array $h=A(\cos kx+\cos ky)$,

$$|\nabla h|^2=A^2k^2\left(\sin^2kx+\sin^2ky\right),$$

without a cross term. Each axis receives the same second-harmonic forcing as a ridge, and with this current alone the conclusion carries over. The omitted current would also force the product $\cos kx\cos ky$, which is $+1$ at crests and valley floors alike, and could reverse the contrast between them. A hexagonal array is different. Take three cosines of amplitude $A$ with wave vectors of length $k$ that sum to zero. Any two satisfy $\mathbf k_1\cdot\mathbf k_2=-k^2/2$, and their cross term in $|\nabla h|^2$ is

$$-A^2k^2\sin\theta_1\sin\theta_2=\frac{A^2k^2}{2}\left[\cos(\theta_1+\theta_2)-\cos(\theta_1-\theta_2)\right],$$

where $\theta_i=\mathbf k_i\cdot\mathbf r$. Since $\theta_1+\theta_2=-\theta_3$, the first cosine is the third wave of the array itself. The Laplacian multiplies it by $-k^2$, so each amplitude obeys

$$A'=\sigma_1A-\frac{\lambda}{2}k^4A^2 .$$

Relative to $\sigma_1A$ the new term is $-\lambda A/(2K)=-0.10$ at the fastest wave number and $A=0.4$ nm. For positive $\lambda$ it slows an array of isolated peaks ($A>0$) and strengthens its inverse, an array of isolated pits ($A<0$). In hexagonal order this quadratic term thus also selects between peaks and pits. The omitted current would change the size of this preference and could change its sign. It would also force the second harmonic, so on a hexagonal array neither the preference nor the second harmonic alone gives the sign of $\lambda$ when both currents are present.

For ridges or square arrays, a sharper crest than valley indicates $\lambda>0$ within this model if each period has a single crest and a single valley, the period lies in the locked range, any initial higher harmonics have had time to be forgotten, and enough mounds are averaged to suppress the deposition noise. The numerical output lists the values used here.

## Computed results

```
nu = 0.05 nm^2/s
K = 4.0 nm^4/s
lambda = 2.0 nm^3/s
growth speed = 0.01 nm/s
step height = 0.2 nm
largest terrace width = 3.0 nm
starting amplitude = 0.05 nm
observed amplitude A = 0.4 nm
fastest wave number = 0.07906 1/nm
mound period = 79.48 nm
growth rate at k = 1.5625e-04 1/s
growth rate at 2k = -1.2500e-03 1/s
locking limit sqrt(nu/7K) = 0.04226 1/nm
worst relative error of B(t), five k = 9.9e-05
time to reach A (numerical) = 13359 s
film grown in that time = 133.6 nm
largest slope A*k = 0.0316
B, formula = 0.01600 nm = 0.1600 angstrom
B, numerical = 0.01587 nm = 0.1587 angstrom
shift of B from 12 to 18 modes = 2.1e-13 nm
crest curvature, formula = 0.002900 1/nm
crest curvature, numerical = 0.002951 1/nm
valley curvature, formula = 0.002100 1/nm
valley curvature, numerical = 0.002147 1/nm
crest/valley ratio, formula = 1.3810
crest/valley ratio, numerical = 1.3746
period share above mean, formula = 0.4873
period share above mean, numerical = 0.4874
reversed lambda: B = -0.01587 nm
reversed lambda: crest/valley = 0.7275
selected slope in cubic current = 0.1
steady, linear: crest curvature = 0.088746 1/nm
steady, linear: valley curvature = 0.012469 1/nm
steady, linear: largest slope = 0.3538
steady, linear: identity left = 1.544087e-02 nm^2/s
steady, linear: identity right = 1.544115e-02 nm^2/s
steady, cubic: crest curvature = 0.009283 1/nm
steady, cubic: valley curvature = 0.005615 1/nm
steady, cubic: largest slope = 0.0782
steady, cubic: identity left = 1.092808e-04 nm^2/s
steady, cubic: identity right = 1.092808e-04 nm^2/s
step-train continuum error = 5.5e-04
lambda from capped step train = -1.687 nm^3/s
saturation slope = 0.0667
(A*k/saturation slope)^2 = 0.225
B, saturated slope current = 0.01356 nm
B, saturated lambda term = 0.01338 nm
B, both saturated = 0.01136 nm
shot noise in B, formula = 0.00318 nm
shot noise in B, sampled = 0.00320 nm
crest-to-valley height in layers = 4.0
square/ridge forcing ratio = 1.0000
hexagonal relative growth-rate shift = -0.1000
```
